# Barrier-Top Frequency of a Hyperbolic-Cosine Channel and Source-Drain Tunnelling, part 1

(Sections cited here and not found follow in the second part.)

## The barrier-top frequency and its dependence on channel length

An electron of effective mass \(m\) moves along a transistor channel that occupies \(-L/2\le x\le L/2\). Its potential energy is highest at the middle and falls symmetrically towards the source and the drain as a hyperbolic cosine with scale length \(\lambda\). Let \(B>0\) be the drop in energy from the top to either end. If \(B\), \(m\) and \(\lambda\) are held fixed while \(L\) varies, the barrier-top frequency is

\[
\omega=\frac{1}{\lambda\sinh(L/4\lambda)}\sqrt{\frac{B}{2m}},
\qquad
\omega\to\frac1\lambda\sqrt{\frac{2B}{m}}\;e^{-L/4\lambda}
\quad (L\gg\lambda). \tag{1}
\]

Atomic units are used in the algebra, so \(\hbar=1\), \(m\) is measured in free-electron masses, and \(\omega\) is also an energy. In the numerical examples this energy is written \(\hbar\omega\) and given in eV, with lengths in nm.

**The potential.** Let \(U(x)\) be the potential energy of the electron, and let \(U_L\) be the value that the gate would impose in the middle of a very long channel. The source and the drain pull the energy below this level. The amount of the lowering is \(u(x)=U_L-U(x)\), which is positive. The model assumes that \(u\) obeys the scale-length equation

\[
\lambda^2\frac{d^2u}{dx^2}=u, \tag{2}
\]

with one constant \(\lambda\) along the whole channel. This requires a uniform gate and body, and a charge of mobile carriers too small to alter the potential. Below threshold the second condition holds around the top of the barrier, but it can fail close to heavily doped contacts, where electrons spill into the ends of the channel. The solutions of (2) are combinations of \(e^{x/\lambda}\) and \(e^{-x/\lambda}\): the influence of each contact dies away over the distance \(\lambda\).

With no drain bias the two ends have the same value, \(u(\pm L/2)=A\). The problem is then unchanged by \(x\to-x\), so the two exponentials enter with equal weight and

\[
u(x)=A\,\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}. \tag{3}
\]

The smallest value of \(u\) is at \(x=0\), where \(U\) has its top \(U_0\). The end-to-top amplitude is the difference

\[
B=U(0)-U(\pm L/2)=u(\pm L/2)-u(0)
=A\left[1-\frac{1}{\cosh(L/2\lambda)}\right]. \tag{4}
\]

Subtracting the values of \(u\) at \(x\) and at the top gives \(U(x)=U_0-[u(x)-u(0)]\). We insert (3) and eliminate \(A\) by (4). The factor \(\cosh(L/2\lambda)\) cancels, and there remains

\[
U(x)=U_0-a\left[\cosh\frac{x}{\lambda}-1\right],
\qquad
a=\frac{B}{\cosh(L/2\lambda)-1}. \tag{5}
\]

The energy \(a\) sets the curvature of the top. Comparison with (3) and (4) shows that it also equals \(A/\cosh(L/2\lambda)=u(0)\), the lowering that survives at the middle of the channel.

**The frequency.** Near the top, \(U\simeq U_0+\tfrac12U''(0)x^2\), where \(U''(0)\) is negative. Newton's equation is \(m\ddot x=-U''(0)x\). Its solutions grow and decay as \(e^{\pm\omega t}\) if

\[
m\omega^2=-U''(0). \tag{6}
\]

The barrier-top frequency is thus the rate at which an electron displaced slightly from the top runs away from it. It isn't the frequency of an oscillation. Two derivatives of (5) bring down a factor \(1/\lambda^2\), and \(\cosh 0=1\), so that \(-U''(0)=a/\lambda^2\) and

\[
\omega=\frac1\lambda\sqrt{\frac am}
=\frac1\lambda\sqrt{\frac{B}{m[\cosh(L/2\lambda)-1]}}. \tag{7}
\]

Now put \(y=L/4\lambda\). Since \(\cosh 2y=\cosh^2y+\sinh^2y\) and \(\cosh^2y=1+\sinh^2y\), we have \(\cosh 2y-1=2\sinh^2y\). The square root of this positive quantity is \(\sqrt2\,\sinh y\), and (7) becomes the first expression in (1).

**Long and short channels.** Writing out the hyperbolic sine gives

\[
\frac{1}{\sinh(L/4\lambda)}
=\frac{2}{e^{L/4\lambda}-e^{-L/4\lambda}}
=\frac{2e^{-L/4\lambda}}{1-e^{-L/2\lambda}}. \tag{8}
\]

The factor 2 combines with \(\sqrt{B/2m}\) to give \(\sqrt{2B/m}\). The closed form therefore equals the exponential law in (1) multiplied by \(1/(1-e^{-L/2\lambda})\). This factor tends to one for \(L\gg\lambda\), which proves the stated limit.

The quarter in the exponent has a simple origin. The middle of the channel lies a distance \(L/2\) from each contact, so the lowering that reaches it, and with it the curvature, is proportional to \(e^{-L/2\lambda}\). The frequency is the square root of the curvature divided by the mass, and the square root halves the exponent.

At finite length and fixed \(B\), the decay is steeper than the limiting law. The logarithm of (1) contains \(-\ln\sinh(L/4\lambda)\), whose derivative gives

\[
\frac{d\ln\omega}{dL}=-\frac{1}{4\lambda}\coth\frac{L}{4\lambda}. \tag{9}
\]

The hyperbolic cotangent exceeds one and approaches it at large \(L\). In the opposite limit, \(L\ll\lambda\), we may replace \(\sinh(L/4\lambda)\) by \(L/4\lambda\). The scale length cancels:

\[
\omega\to\frac4L\sqrt{\frac{B}{2m}}=\frac1L\sqrt{\frac{8B}{m}}. \tag{10}
\]

This is the frequency of a parabola that falls by \(B\) over half the channel, since \(B=\tfrac12m\omega^2(L/2)^2\) gives the same result.

**Which amplitude is fixed.** Holding \(B\) fixed while the length changes requires the level \(U_L\), and hence the gate voltage, to be adjusted according to (4). If the gate and contact levels are held instead, \(A\) is the constant. With \(a=A/\cosh(L/2\lambda)\), equation (7) gives

\[
\omega=\frac1\lambda\sqrt{\frac{A}{m\cosh(L/2\lambda)}}
\to\frac1\lambda\sqrt{\frac{2A}{m}}\,e^{-L/4\lambda}
\quad(L\gg\lambda). \tag{11}
\]

The limit follows from \(\cosh z\simeq e^z/2\). It has the same form as before, with \(A\) in place of \(B\). For a short channel the two conditions differ strongly. At fixed \(A\) the frequency tends to the finite value \(\sqrt{A/m}/\lambda\), while the barrier height \(B\) itself goes to zero. At fixed \(B\) the frequency grows as \(1/L\).

**A short silicon channel.** Take \(L=12\) nm, \(\lambda=3\) nm, \(B=0.30\) eV and a transport mass of 0.19 free-electron masses. These are round values in the regime of a short double-gate silicon transistor. Here \(L/4\lambda=1\) and \(\sinh 1=1.1752\). Restoring \(\hbar\) turns \(1/m\) into \((\hbar^2/m_e)/0.19\), with \(\hbar^2/m_e=0.0762\) eV nm\(^2\), and therefore

\[
\hbar\omega=\frac{1}{3\times1.1752\ \text{nm}}
\sqrt{\frac{0.0762\times0.30}{2\times0.19}\ \text{eV}^2\,\text{nm}^2}
=0.0696\ \text{eV}. \tag{12}
\]

This corresponds to \(\omega=1.06\times10^{14}\) rad/s. A finite-difference solution of (2) for the same channel gives the same energy to all the digits shown.

The exponential law alone would give 0.0602 eV, so the closed form is 16% above it. A length of four scale lengths is not yet long in the sense of (1). At 24 nm the excess is 1.9%, and at 48 nm it is 0.03%, with \(B\) and \(\lambda\) unchanged. The slope (9) at 12 nm is \(-0.109\) nm\(^{-1}\), compared with the limiting value \(-0.083\) nm\(^{-1}\). Near this length \(\omega\) thus changes by about 11% per nanometre at fixed \(B\).

**A drain bias.** A voltage on the drain makes the end values unequal. Let them be \(A_s\) at the source, \(x=-L/2\), and \(A_d\) at the drain, \(x=L/2\). The solution of (2) is

\[
u(x)=\frac{A_s\sinh\dfrac{L/2-x}{\lambda}+A_d\sinh\dfrac{L/2+x}{\lambda}}
{\sinh(L/\lambda)}, \tag{13}
\]

because one term vanishes at each end and the other takes the required value. Expanding the hyperbolic sines gives \(u=Pe^{x/\lambda}+Qe^{-x/\lambda}\), where, with \(\ell=L/2\lambda\),

\[
P=\frac{A_de^{\ell}-A_se^{-\ell}}{2\sinh2\ell},\qquad
Q=\frac{A_se^{\ell}-A_de^{-\ell}}{2\sinh2\ell}. \tag{14}
\]

The top of the barrier is the minimum of \(u\). It lies inside the channel if \(u'\) is negative at the source end and positive at the drain end. From (13), these conditions are \(A_s\cosh2\ell>A_d\) and \(A_d\cosh2\ell>A_s\). Since \(\cosh2\ell<e^{2\ell}\), they make \(P\) and \(Q\) positive. Setting \(u'=0\) gives \(Pe^{x/\lambda}=Qe^{-x/\lambda}\). The two terms are then equal, their product is \(PQ\), and the minimum is \(M=2\sqrt{PQ}\). Multiplying the numerators in (14) yields

\[
M=\frac{\sqrt{2A_sA_d\cosh(L/\lambda)-A_s^2-A_d^2}}{\sinh(L/\lambda)},
\qquad m\omega^2=\frac{M}{\lambda^2}, \tag{15}
\]

where the second relation is (2) evaluated at the minimum. For \(L\gg\lambda\) at fixed \(A_s\) and \(A_d\), the numerator tends to \(\sqrt{A_sA_d}\,e^{L/2\lambda}\) and the denominator to \(e^{L/\lambda}/2\). Hence \(M\to2\sqrt{A_sA_d}\,e^{-L/2\lambda}\), and \(\omega\) again falls as \(e^{-L/4\lambda}\).

In the example, (4) gives \(A=0.409\) eV. A drain bias of 0.60 V at fixed gate and source levels leaves \(A_s=A\) and raises \(A_d\) by 0.60 eV. The top moves 1.4 nm towards the source, and the barrier seen from the source drops from 0.30 to 0.24 eV. The quantum \(\hbar\omega\) rises to 0.087 eV, which is 25% above the unbiased value. The symmetric formula is thus a fair estimate for this channel, but not an accurate one under such a bias.

**Two-dimensional electrostatics.** Equation (2) replaces a problem in two dimensions by one in a single coordinate. The size of the error can be found for an idealised body of thickness \(t\) with gates directly on its faces, \(y=\pm t/2\), and no charge inside. Then \(u\) obeys Laplace's equation, vanishes on the faces, and is taken to equal \(A\) over each whole end. The functions \(\cos k_ny\) with \(k_n=(2n+1)\pi/t\) vanish on the faces, and the expansion of the constant end value has the coefficients

\[
c_n=\frac2t\int_{-t/2}^{t/2}\cos k_ny\,dy
=\frac{4(-1)^n}{(2n+1)\pi}. \tag{16}
\]

Laplace's equation requires each cosine in \(y\) to be multiplied by a hyperbolic cosine in \(x\) with the same \(k_n\). On the midplane \(y=0\),

\[
u(x)=A\sum_{n=0}^{\infty}c_n\frac{\cosh k_nx}{\cosh(k_nL/2)},
\qquad
m\omega^2=A\sum_{n=0}^{\infty}\frac{c_nk_n^2}{\cosh(k_nL/2)}. \tag{17}
\]

The slowest decay belongs to \(n=0\), which identifies the scale length as \(\lambda=1/k_0=t/\pi\). In a long channel this term dominates, and \(u(0)\) becomes negligible beside \(A\), so that \(B\to A\). The curvature is then \(c_0=4/\pi\) times that of the one-dimensional model, and \(\omega\) is \(2/\sqrt\pi\) times as large. The exponent \(-L/4\lambda\) is unchanged.

For \(\lambda=3\) nm the body is 9.42 nm thick. At \(L=12\) nm and the same midplane amplitude \(B=0.30\) eV, the two-dimensional solution gives \(\hbar\omega=0.080\) eV, 15% above (12). The prefactor in (1) therefore depends on how the end potential varies across the body, a detail that the scale-length equation doesn't contain.

## What the frequency says about tunnelling

The channel barrier is \(U(x)=U_0-a[\cosh(x/\lambda)-1]\) for \(|x|\le L/2\), with \(a=B/[\cosh(L/2\lambda)-1]\). Here \(B\) is the drop from the top to either end, \(\lambda\) the scale length and \(m\) the effective mass. The first half gave \(\omega=\sqrt{a/m}/\lambda\), which falls as \(e^{-L/4\lambda}\) in a long channel at fixed \(B\). The example has \(L=12\) nm, \(\lambda=3\) nm, \(B=0.30\) eV, a mass of 0.19 free-electron masses, \(a=0.1086\) eV and \(\hbar\omega=0.0696\) eV. An electron of energy \(E\) below the top has the depth \(\varepsilon=U_0-E\). Negative \(\varepsilon\) means an energy above the top.

**Transmission of the parabola.** Close to the top the barrier is an inverted parabola. With the dimensionless coordinate \(\xi=\sqrt{m\omega}\,x\) and its momentum \(p=-i\,d/d\xi\), the Hamiltonian measured from \(U_0\) is \(\omega(p^2-\xi^2)/2\). Define

\[
Q=\frac{\xi+p}{\sqrt2},\qquad P=\frac{p-\xi}{\sqrt2},\qquad
[Q,P]=i. \tag{18}
\]

These operators replace the constants of the same names in (14), which are no longer needed. Multiplying out gives \(H=\omega(PQ+QP)/2\). Hamilton's equations are \(\dot Q=\omega Q\) and \(\dot P=-\omega P\), and they hold for the operators too. So \(Q\) grows, \(P\) shrinks, and neither changes sign. Since \(\xi=(Q-P)/\sqrt2\), the position has the sign of \(-P\) long before the encounter and the sign of \(Q\) long after it. An electron incident from the left has \(P>0\). It is transmitted if \(Q>0\) and reflected if \(Q<0\).

At the energy \(-\varepsilon=-\eta\omega\), the wave function in the variable \(P\), where \(Q=i\,d/dP\), obeys

\[
i\left(P\frac{d}{dP}+\frac12\right)\phi=-\eta\phi,
\qquad
\phi=P^{-1/2+i\eta}\quad(P>0), \tag{19}
\]

and \(\phi=0\) for \(P<0\). A Fourier transform takes it to the variable \(Q\). Rotating the path of integration to \(P=iv\) for \(Q>0\), and to \(P=-iv\) for \(Q<0\), with \(v>0\), makes the integrand decay and produces a gamma function:

\[
\int_0^\infty P^{-1/2+i\eta}e^{iPQ}\,dP
=\Gamma\!\left(\tfrac12+i\eta\right)|Q|^{-1/2-i\eta}
e^{\pm i\pi(1/2+i\eta)/2}, \tag{20}
\]

with the upper sign for \(Q>0\). The last factor has modulus \(e^{-\pi\eta/2}\) for \(Q>0\) and \(e^{\pi\eta/2}\) for \(Q<0\). All else has the same modulus on the two sides. The ratio of transmitted to reflected probability is therefore \(e^{-2\pi\eta}\). As the two probabilities add to one,

\[
T(\varepsilon)=\frac{1}{1+e^{2\pi\varepsilon/\omega}}. \tag{21}
\]

For the parabola, the transmission is one half at the top and changes over an energy of order \(\omega/2\pi\). This is the sense in which \(\omega\) measures tunnelling: a sharp top lets electrons through at greater depth than a flat one.

The barrier-top frequency falls as \(e^{-L/4\lambda}\) in a long channel, and for a parabolic barrier it sets the energy range over which the transmission changes. It remains to find the thermal current and to see where the actual barrier departs from the parabola.

Numerical values quoted here were computed with a short program.
